# Capacitor size at which ferroelectric reversal charge equals thermal noise: test program

```python
# Result under test: a square ferroelectric capacitor whose reversal charge
# dP*L^2 equals the rms reset noise sqrt(k*T*C) of its sense node has side
#     L = (k*T*C)**(1/4) / sqrt(dP),  about 13 nm for the values below.
# dP: reversal charge density 2*Pr (C/m^2); C: node capacitance (F);
# T: temperature (K); k: Boltzmann constant; L: side (m).
# SI units inside the program; engineering units in the printed lines.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erfc
from scipy.stats import norm

k, e, hbar, eps0 = const.k, const.e, const.hbar, const.epsilon_0
T, C, dP = 300.0, 1e-12, 0.4
thickness, eps_r, V_read = 10e-9, 30.0, 2.0      # rough oxide film values
E_breakdown = 4e8                                # rough, V/m
R_on, R_off, delay = 1e3, 1e12, 100e-9           # reset switch, sample gap
amp_density, amp_band = 5e-9, 100e6              # V/sqrt(Hz), Hz
rim, T_hot, J_leak = 1e-9, 358.0, 10.0           # m, K, A/m^2
target_error = 1e-9
rng = np.random.default_rng(12345)

sigma = np.sqrt(k * T * C)
side = np.sqrt(sigma / dP)


# Thermal charge from Boltzmann weights over whole numbers of electrons
def discrete_variance(cap, offset):
    width = np.sqrt(k * T * cap) / e
    n_max = int(12 * width) + 20
    n = np.arange(-n_max, n_max + 1)
    weight = np.exp(-((n - offset) * e) ** 2 / (2 * cap * k * T))
    weight /= weight.sum()
    mean = np.sum(weight * n)
    return e**2 * np.sum(weight * (n - mean) ** 2)


ratio_pf = discrete_variance(C, 0.3) / (k * T * C)
ratio_af = discrete_variance(1e-18, 0.0) / (k * T * 1e-18)
assert abs(ratio_pf - 1) < 1e-9
assert abs(ratio_af - 1) > 0.1      # the continuum law must fail here


# Johnson noise of the switch, filtered by the node; x = 2*pi*f*R*C
def scaled_spectrum(x, R):
    f = x / (2 * np.pi * R * C)
    Z = 1 / (1 / R + 2j * np.pi * f * C)
    return 4 * k * T * Z.real / (2 * np.pi * R * C)     # V^2 per unit x


johnson_charge = []
for R in (1e2, 1e6):
    var_V = quad(scaled_spectrum, 0, np.inf, args=(R,),
                 epsabs=0, epsrel=1e-9)[0]
    johnson_charge.append(C * np.sqrt(var_V))
    assert abs(johnson_charge[-1] / sigma - 1) < 1e-7

# Side from numerical balance with the integrated Johnson noise
side_numeric = brentq(lambda L: dP * L**2 / johnson_charge[0] - 1,
                      1e-9, 1e-7, xtol=1e-18)
assert abs(side_numeric / side - 1) < 1e-6
assert round(side * 1e9) == 13


# Loading by the ferroelectric's own parallel-plate capacitance
def film_cap(L):
    return eps0 * eps_r * L**2 / thickness


def loaded_balance(L):
    total = C + film_cap(L)
    return (dP * L**2 / total) / np.sqrt(k * T / total) - 1


side_loaded = brentq(loaded_balance, 1e-9, 1e-7, xtol=1e-20, rtol=1e-14)
loading_shift = side_loaded / side - 1
assert abs(loading_shift / (film_cap(side) / (4 * C)) - 1) < 1e-3


# Single-sample decision with the threshold halfway between the states
def error_probability(snr):
    return 0.5 * erfc(snr / (2 * np.sqrt(2)))


trials = 400000
noise = rng.normal(size=(2, trials))
wrong = np.sum(noise[0] > 0.5) + np.sum(1 + noise[1] < 0.5)
error_mc = wrong / (2 * trials)
assert abs(error_mc - error_probability(1.0)) < 3e-3
snr_needed = 2 * norm.isf(target_error)
tail = quad(lambda u: np.exp(-u**2 / 2) / np.sqrt(2 * np.pi),
            snr_needed / 2, snr_needed / 2 + 10, epsabs=0)[0]
assert abs(tail / target_error - 1) < 1e-6
assert abs(error_probability(snr_needed) / target_error - 1) < 1e-6
side_reliable = side * np.sqrt(snr_needed)


# Difference of two samples: spectrum with its cosine factor
def difference_variance(t_over_RC):
    return 2 * k * T * C * (-np.expm1(-t_over_RC))


def unit_spectrum(x):
    return scaled_spectrum(x, R_on) * C / (k * T)


flat_part = quad(unit_spectrum, 0, np.inf)[0]
for s in (0.3, 2.0):
    cosine_part = quad(unit_spectrum, 0, np.inf, weight='cos', wvar=s)[0]
    from_spectrum = 2 * (flat_part - cosine_part)
    assert abs(from_spectrum - difference_variance(s) / sigma**2) < 1e-6
residual = np.sqrt(difference_variance(delay / (R_off * C)))

# Amplifier noise referred to charge, for one and for two samples
amp_charge = amp_density * np.sqrt(amp_band) * C
single_total = np.hypot(sigma, amp_charge)
double_total = np.hypot(residual, np.sqrt(2) * amp_charge)
side_single = np.sqrt(single_total / dP)
side_double = np.sqrt(double_total / dP)

# Projection of randomly directed polar axes on the film normal
axes = rng.normal(size=(400000, 3))
projection = np.abs(axes[:, 2]) / np.linalg.norm(axes, axis=1)
grain_spread = projection.std() / projection.mean()
assert abs(projection.mean() - 0.5) < 3e-3
assert abs(grain_spread - 1 / np.sqrt(3)) < 5e-3

# Remaining neglected effects for the same capacitor
side_hot = (k * T_hot * C) ** 0.25 / np.sqrt(dP)
linear_charge = film_cap(side) * V_read
leak_charge = J_leak * side**2 * delay
read_field = V_read / thickness
quantum_ratio = hbar / (R_on * C * k * T)
charging_ratio = e**2 / (C * k * T)
assert quantum_ratio < 1e-3 and charging_ratio < 1e-3
assert read_field < E_breakdown


def show(label, value, unit, fmt='.4g'):
    print(f'{label}: {value:{fmt}} {unit}'.rstrip())


show('Temperature', T, 'K')
show('Node capacitance', C * 1e12, 'pF')
show('Reversal charge density 2Pr', dP * 100, 'uC/cm2')
show('Thermal energy kT', k * T / e * 1e3, 'meV')
show('Rms noise charge', sigma, 'C')
show('Rms noise charge', sigma / e, 'electrons')
show('Rms noise voltage', sigma / C * 1e6, 'uV')
show('Discrete-charge variance / kTC at 1 pF', ratio_pf, '', '.6f')
show('Discrete-charge variance / kTC at 1 aF', ratio_af, '', '.3f')
show('Johnson integral charge, R = 100 ohm', johnson_charge[0], 'C')
show('Johnson integral charge, R = 1 Mohm', johnson_charge[1], 'C')
show('Capacitor area', side**2 * 1e18, 'nm2')
show('Capacitor side', side * 1e9, 'nm')
show('Side if Pr were used for 2Pr', side * np.sqrt(2) * 1e9, 'nm')
show('Side for a 0.1 pF node', side * 0.1**0.25 * 1e9, 'nm')
show('Error probability at equality', error_probability(1.0), '', '.4f')
show('Simulated error probability', error_mc, '', '.4f')
show('Target error probability', target_error, '')
show('Signal/noise needed for target', snr_needed, '')
show('Side needed for target', side_reliable * 1e9, 'nm')
show('Film thickness', thickness * 1e9, 'nm')
show('Film relative permittivity', eps_r, '')
show('Film capacitance (parallel plate)', film_cap(side) * 1e18, 'aF')
show('Relative side shift from loading', loading_shift, '', '.2e')
show('Switch on-resistance', R_on / 1e3, 'kohm')
show('Switch off-resistance', R_off / 1e12, 'Tohm')
show('Delay between samples', delay * 1e9, 'ns')
show('Reset noise left by double sampling', residual / e, 'electrons')
show('Amplifier noise density', amp_density * 1e9, 'nV/sqrt(Hz)')
show('Amplifier noise bandwidth', amp_band / 1e6, 'MHz')
show('Amplifier noise, one sample', amp_charge / e, 'electrons')
show('Total noise, one sample', single_total / e, 'electrons')
show('Side with amplifier, one sample', side_single * 1e9, 'nm')
show('Total noise, double sampling', double_total / e, 'electrons')
show('Side with amplifier, double sampling', side_double * 1e9, 'nm')
show('Dead rim width per edge', rim * 1e9, 'nm')
show('Side including dead rim', (side + 2 * rim) * 1e9, 'nm')
show('Hot operating temperature', T_hot, 'K')
show('Side at hot temperature, same 2Pr', side_hot * 1e9, 'nm')
show('Relative charge spread, random grains', grain_spread, '', '.3f')
show('Read voltage', V_read, 'V')
show('Read field', read_field / 1e8, 'MV/cm')
show('Rough breakdown field', E_breakdown / 1e8, 'MV/cm')
show('Linear dielectric charge', linear_charge / e, 'electrons')
show('Linear charge / reversal charge', linear_charge / sigma, '', '.3f')
show('Assumed leakage density', J_leak * 1e-4, 'A/cm2')
show('Leakage charge in sample delay', leak_charge / e, 'electrons')
show('Quantum ratio hbar/(RC kT)', quantum_ratio, '', '.2e')
show('Charging ratio e^2/(C kT)', charging_ratio, '', '.2e')
print('all tests passed')
```

It prints:

```
Temperature: 300 K
Node capacitance: 1 pF
Reversal charge density 2Pr: 40 uC/cm2
Thermal energy kT: 25.85 meV
Rms noise charge: 6.436e-17 C
Rms noise charge: 401.7 electrons
Rms noise voltage: 64.36 uV
Discrete-charge variance / kTC at 1 pF: 1.000000
Discrete-charge variance / kTC at 1 aF: 0.513
Johnson integral charge, R = 100 ohm: 6.436e-17 C
Johnson integral charge, R = 1 Mohm: 6.436e-17 C
Capacitor area: 160.9 nm2
Capacitor side: 12.68 nm
Side if Pr were used for 2Pr: 17.94 nm
Side for a 0.1 pF node: 7.133 nm
Error probability at equality: 0.3085
Simulated error probability: 0.3081
Target error probability: 1e-09
Signal/noise needed for target: 12
Side needed for target: 43.93 nm
Film thickness: 10 nm
Film relative permittivity: 30
Film capacitance (parallel plate): 4.274 aF
Relative side shift from loading: 1.07e-06
Switch on-resistance: 1 kohm
Switch off-resistance: 1 Tohm
Delay between samples: 100 ns
Reset noise left by double sampling: 0.1796 electrons
Amplifier noise density: 5 nV/sqrt(Hz)
Amplifier noise bandwidth: 100 MHz
Amplifier noise, one sample: 312.1 electrons
Total noise, one sample: 508.7 electrons
Side with amplifier, one sample: 14.27 nm
Total noise, double sampling: 441.3 electrons
Side with amplifier, double sampling: 13.3 nm
Dead rim width per edge: 1 nm
Side including dead rim: 14.68 nm
Hot operating temperature: 358 K
Side at hot temperature, same 2Pr: 13.26 nm
Relative charge spread, random grains: 0.578
Read voltage: 2 V
Read field: 2 MV/cm
Rough breakdown field: 4 MV/cm
Linear dielectric charge: 53.35 electrons
Linear charge / reversal charge: 0.133
Assumed leakage density: 0.001 A/cm2
Leakage charge in sample delay: 0.001004 electrons
Quantum ratio hbar/(RC kT): 2.55e-05
Charging ratio e^2/(C kT): 6.20e-06
all tests passed
```
